# The intrinsic spin Hall conductivity of a Rashba–Dresselhaus electron gas, part 2

An electric field drives spin currents in a two-dimensional electron gas, treated without interactions or impurity collisions. Let $x$ and $y$ lie along [100] and [010]. The electron has charge $-e$, with $e>0$, and spin $\mathbf s=\hbar\boldsymbol\sigma/2$. With Rashba coupling $\alpha$ and linear Dresselhaus coupling $\beta$,

$$H=ck^2+\boldsymbol\Omega\cdot\boldsymbol\sigma,\qquad c=\frac{\hbar^2}{2m},$$

$$\Omega_x=\beta k_x+\alpha k_y,\qquad \Omega_y=-\alpha k_x-\beta k_y,\qquad \Omega_z=0.$$

The angles of $\mathbf k$ and $\boldsymbol\Omega$ in the plane are $\theta$ and $\varphi$. The length is $|\boldsymbol\Omega|=k\,g(\theta)$, with

$$g^2=A+B\sin2\theta,\qquad A=\alpha^2+\beta^2,\qquad B=2\alpha\beta ,$$

and $D=\alpha^2-\beta^2$. The branches $\lambda=\pm1$ have energies $ck^2+\lambda gk$, split by $\Delta=2gk$.

The spin current of one electron is $j_i^z=\frac{\hbar k_i}{m}s_z$; $J_i^z$ is its current density. In a field $E$ along $x$, $\langle\boldsymbol\sigma\rangle$ acquires small components $a$, in the plane across $\boldsymbol\Omega$, and $n_z$, out of the plane:

$$\lambda\dot\varphi+\dot a=-\frac\Delta\hbar n_z,\qquad \dot n_z=\frac\Delta\hbar a .$$

For a constant field the resulting tilt is

$$s_z=\lambda\,\frac{\hbar eE}{4|\boldsymbol\Omega|}\,\frac{\partial\varphi}{\partial k_x}.$$

For Fermi energy $E_F>0$, the current comes from an annulus of width $g/c$ in which the lower branch alone is occupied:

$$J_y^z=\frac{eED}{8\pi^2}\int_0^{2\pi}\!d\theta\,\frac{\sin^2\theta}{g^2},\qquad \int_0^{2\pi}\frac{d\theta}{g^2}=\frac{2\pi}{|D|}.$$

This gives the universal value

$$\frac{J_y^z}{E}=\frac e{8\pi}\,\mathrm{sgn}(\alpha^2-\beta^2).$$

The letters A and B also name two example gases, both with mass $0.05\,m_e$, density $10^{12}\ \mathrm{cm^{-2}}$ and Fermi energy 47.8 meV. In gas A, $\alpha=10$ and $\beta=4$ meV nm; in gas B the two values are interchanged. The output also lists the Rashba energy $E_R=\alpha^2/4c$; for pure Rashba coupling and $E_F<0$, only the lower branch is occupied.

Now let the field make an angle $\chi$ with [100], and define $r=(A-|D|)/B$, which is $\beta/\alpha$ for $|\alpha|>|\beta|$, $\alpha/\beta$ for $|\beta|>|\alpha|$, and zero if one coupling is absent. The spin-current conductivities across the field, along $(-\sin\chi,\cos\chi)$, and parallel to it are

$$\sigma_\perp=\frac e{8\pi}\,\mathrm{sgn}(D)\,(1+r\sin2\chi),\qquad
\sigma_\parallel=-\frac e{8\pi}\,\mathrm{sgn}(D)\,r\cos2\chi .$$

When Rashba coupling is present, Dresselhaus coupling thus does more than change a sign. It makes the transverse response depend on direction, and it adds a spin current parallel to the field. The universal value $\pm e/8\pi$ holds for fields along the cubic axes. It is also the average of $\sigma_\perp$ over all directions, which equals the antisymmetric part of the conductivity tensor, $(\sigma_{yx}-\sigma_{xy})/2$.

In both example gases $r=4/10=0.4$. The formulas give a transverse response of magnitude $1+0.4=1.4$ for [110], where $\chi=45^\circ$, and $1-0.4=0.6$ for $[1\bar10]$, positive in A and negative in B. For [100] the longitudinal response is $-0.4$ in A and $+0.4$ in B. These are the printed values.

The equality of the magnitudes in A and B follows from a symmetry. A rotation of the spin axes by $180^\circ$ about the in-plane diagonal takes $\sigma_x\to\sigma_y$, $\sigma_y\to\sigma_x$ and $\sigma_z\to-\sigma_z$. It changes the couplings $(\alpha,\beta)$ into $(-\beta,-\alpha)$. A further spin rotation by $180^\circ$ about $z$ removes both minus signs and leaves $\sigma_z$ alone. Interchanging the couplings therefore reverses every component of this spin current, for fixed mass and Fermi energy.

The formulas were also tested against a calculation that makes no use of precession. First-order perturbation theory for a slowly moving $\mathbf k$ mixes the upper state $|+\rangle$ into the lower state $|-\rangle$ with amplitude $ieE\langle+|\partial_eH|-\rangle/\Delta^2$, where $\partial_e$ is the derivative along the field. The spin current of that state is then

$$-\frac{2eE}{\Delta^2}\,\mathrm{Im}\,\langle-|j_i^z|+\rangle\langle+|\partial_eH|-\rangle .$$

This was summed over the annulus with numerically diagonalized matrices, at a Fermi energy of 40 meV. The coupling pairs in meV nm were $(10,0)$, $(0,10)$, $(10,4)$, $(4,10)$, $(-10,4)$, $(60,25)$, $(10,9)$ and $(9,10)$, and the field angles were $0$, $0.4$ rad and $\pm45^\circ$. The largest deviation from the formulas was $2.8\times10^{-9}$ in units of $e/8\pi$.

For a field along [100] and positive couplings, the reversal at $\beta=\alpha$ is a jump in the clean model, from $+1$ to $-1$ in units of $e/8\pi$. Its size depends on the field direction: since $r\to1$, it is twice as large for [110], while for $[1\bar10]$ the factor $1-r$ goes to zero and the response changes sign continuously. Consider the [100] jump. Its origin is visible near $\theta_0=135^\circ$ and $315^\circ$, where $g$ is smallest. With $\theta=\theta_0+\delta$,

$$g^2=A-B\cos2\delta\approx(\alpha-\beta)^2+4\alpha\beta\delta^2 .$$

As the couplings approach each other, $1/g^2$ becomes a peak of half-width $|\alpha-\beta|/2\sqrt{\alpha\beta}$ and area $\pi/(2\sqrt{\alpha\beta}\,|\alpha-\beta|)$ at each of the two angles. There $\sin^2\theta=1/2$, so the two peaks together contribute to $D\int d\theta\,\sin^2\theta/g^2$ the amount

$$\frac{\pi(\alpha^2-\beta^2)}{2\sqrt{\alpha\beta}\,|\alpha-\beta|}\to\pi\,\mathrm{sgn}(\alpha-\beta).$$

This is the full universal response. Near the jump it is carried by two small groups of electrons with a very small spin splitting, which makes it fragile.

One limit on that splitting is set by the frequency of the field. For a field proportional to $\cos\omega t$, differentiate the second of the first half's equations for the small spin components, $\dot n_z=(\Delta/\hbar)a$, and insert the first, $\dot a=-\lambda\dot\varphi-(\Delta/\hbar)n_z$:

$$\ddot n_z+\frac{\Delta^2}{\hbar^2}n_z=-\lambda\frac\Delta\hbar\dot\varphi .$$

The driven solution oscillates in phase with $\dot\varphi$, so $\ddot n_z=-\omega^2n_z$. The static tilt is multiplied by

$$\frac{\Delta^2}{\Delta^2-\hbar^2\omega^2}.$$

The universal value therefore requires $\hbar\omega$ to be well below the smallest splitting. In the example $\hbar\omega=0.8$ meV, or $0.19$ THz, while the splitting in the annulus runs from about $3.0$ to $7.3$ meV. The leading correction is the average of $\hbar^2\omega^2/\Delta^2$ with weight $\sin^2\theta/g^2$. Set $\Delta\approx2k_Fg$, with $k_F=0.2507\ \mathrm{nm^{-1}}$. The required integral of $\sin^2\theta/g^4$ is half that of $1/g^4$, because $\cos2\theta/g^4$ is again a total derivative. Differentiating $\int d\theta/g^2=2\pi(A^2-B^2)^{-1/2}$ with respect to $A$, where $A^2-B^2=D^2$, gives $\int d\theta/g^4=2\pi A/|D|^3$. Hence

$$\frac{\delta\sigma}{\sigma}\approx\left(\frac{\hbar\omega}{2k_F}\right)^2\frac A{D^2}=\left(\frac{0.8}{0.501}\right)^2\frac{116}{84^2}=0.042 .$$

The complete factor, summed numerically, gives an increase of $0.044$.

The lower limit on the frequency comes from collisions, and it is decisive. The equation of motion of the spin operators, with $\Omega_z=0$, gives

$$\dot s_x=\frac2\hbar\Omega_ys_z,\qquad \dot s_y=-\frac2\hbar\Omega_xs_z .$$

Insert the components of $\boldsymbol\Omega$ and replace $k_is_z$ by $mj_i^z/\hbar$:

$$\dot s_x=-\frac{2m}{\hbar^2}(\alpha j_x^z+\beta j_y^z),\qquad
\dot s_y=-\frac{2m}{\hbar^2}(\beta j_x^z+\alpha j_y^z).$$

A spin-independent impurity potential commutes with spin, and so does the potential of the electric field. Neither adds a term. In a uniform stationary state the mean spin is constant, so both brackets have zero average. The determinant of these two linear equations is $\alpha^2-\beta^2=D$. For $D\ne0$ both spin currents vanish, however weak the impurities are.

The clean gas escapes this conclusion because it is not stationary. Its Fermi sea keeps drifting, and its in-plane spin keeps growing at the rate these equations require. This was tested by displacing the sea numerically at a Fermi energy of 40 meV, for the couplings of A and of B. The spin gained agreed with the predicted spin currents to within $10^{-4}$ of the larger component.

The value $e/8\pi$ thus describes a field that oscillates fast compared with the collision rate and yet slowly compared with spin precession:

$$\frac\hbar\tau\ll\hbar\omega\ll\Delta .$$

For a mobility of $2\times10^5\ \mathrm{cm^2/Vs}$ the transport scattering time is $\tau=5.7$ ps and $\hbar/\tau=0.116$ meV, so $\omega\tau=6.9$, about one period per scattering time. The smallest splitting is 3.7 times $\hbar\omega$. The three energies are in the required order, but they are not widely separated. The correction from collisions at this $\omega\tau$ has not been calculated here. If the impurities scatter mainly through small angles, as distant donors do, the margin is smaller at the same mobility. The number of collisions is not the reason, since a small deflection changes little. But a spin pattern that repeats twice around the Fermi circle then decays up to four times as fast as the drift, whereas scattering equally through all angles damps both at the same rate. Near the switching point the smallest splitting is about $2k_F|\alpha-\beta|$. It falls to $\hbar/\tau$ at $|\alpha-\beta|=0.23$ meV nm, and already to the chosen $\hbar\omega$ at $0.8/0.501=1.6$ meV nm. At this frequency the universal value is lost even before that point: for $\alpha=10$ and $\beta=8$ meV nm, the frequency factor already raises the [100] response to about $1.7$ in units of $e/8\pi$.

Dresselhaus coupling in a real well also has a part cubic in $\mathbf k$. In the example it is included by replacing $\beta k_x$ with $\beta k_x(1-k_y^2/q^2)$ in $\Omega_x$, and $\beta k_y$ with $\beta k_y(1-k_x^2/q^2)$ in $\Omega_y$. Here $q^2$ is the mean squared wave number of the confined motion, $(\pi/w)^2$ for hard walls a distance $w$ apart. With $w=8$ nm in A and $5$ nm in B, the ratio $k_F^2/q^2$ is $0.41$ and $0.16$. At unchanged Fermi energy, the transverse responses for [100] are nevertheless $1.0000$ and $-0.9999$.

The reason can be derived for a thin annulus and any isotropic kinetic energy $\varepsilon(k)$. The width is then $2|\boldsymbol\Omega|/\varepsilon'$ and the velocity across the field is $\varepsilon'\sin\theta/\hbar$. Multiplied by the tilt with $\lambda=-1$, they give

$$J_y^z=-\frac{eE}{8\pi^2}\int_0^{2\pi}d\theta\,k_F\sin\theta\,\frac{\partial\varphi}{\partial k_x}.$$

Both $\varepsilon'$ and $|\boldsymbol\Omega|$ have cancelled. In polar coordinates $\partial_{k_x}=\cos\theta\,\partial_k-(\sin\theta/k)\,\partial_\theta$, so

$$J_y^z=\frac{eE}{8\pi^2}\int_0^{2\pi}d\theta\left[\sin^2\theta\,\frac{\partial\varphi}{\partial\theta}-k_F\sin\theta\cos\theta\,\frac{\partial\varphi}{\partial k}\right].$$

Interchanging $k_x$ and $k_y$ turns $(\Omega_x,\Omega_y)$ into $(-\Omega_y,-\Omega_x)$, also with the cubic terms. Hence $\varphi(\pi/2-\theta)=-\varphi(\theta)-\pi/2$, up to whole turns. Under this reflection $\partial_\theta\varphi$ is even and $\partial_k\varphi$ is odd, while $\cos2\theta$ is odd and $\sin2\theta$ is even. The second term and the $\cos2\theta$ part of the first integrate to zero. What remains is $eE/8\pi$ times the number of turns that $\boldsymbol\Omega$ makes around the Fermi circle. The same argument covers a nonparabolic band: with an assumed gap of 800 meV the magnitude is $1.00005$.

The cubic terms do move the switching point. The number of turns can change only where $\boldsymbol\Omega=0$ on the Fermi circle. Multiply $\Omega_x=0$ by $k_x$ and $\Omega_y=0$ by $k_y$; comparing the results gives $k_x^2=k_y^2$. On the diagonal $k_y=-k_x$, for positive couplings and $k_F^2<2q^2$, the condition is

$$\alpha=\beta\left(1-\frac{k_F^2}{2q^2}\right).$$

At the width and density of A, $\beta$ would have to exceed $10/0.796=12.6$ meV nm rather than $10$.

The parameters are round model values, not those of a particular well. The mobility is on the high side, particularly for a well only 5 nm wide, and the $\beta$ of gas B is large; it was chosen to put Dresselhaus coupling in the lead. Hard walls also overestimate $q^2$, and with it $\beta$ for a given bulk coefficient. The effect is large: with barriers of 300 to 600 meV and the same mass throughout, $q^2$ is only about 0.35 to 0.46 of the hard-wall value at 8 nm, and 0.2 to 0.3 of it at 5 nm. The switching value of $12.6$ meV nm found above for the width of A would then rise to roughly 18 to 24 meV nm. In electrical units, $e/8\pi$ multiplied by $2e/\hbar$ is $19.4\ \mathrm{\mu S}$, so a field amplitude of 1 V/cm corresponds to a spin current of $19.4\ \mathrm{\mu A/cm}$. At $0.19$ THz that field moves the wave vectors by $1.3\times10^{-4}\ \mathrm{nm^{-1}}$, or $5\times10^{-4}$ of $k_F$. The two branches at a given $\mathbf k$ move together, so the annulus is shifted as a whole, and away from the switching point the relative correction to the linear response is of the order of the square of this ratio. The assumption that a device under steady bias breaks is that the field oscillates fast compared with the collision rate. For spin-orbit coupling linear in $\mathbf k$, a parabolic band, spin-independent impurities and a uniform steady state, that changes the number from $e/8\pi$ to zero. The remaining values for both gases are in the numerical output.

## Computed results

```
mass: 0.05 m_e
density: 1.0e+12 cm^-2
mobility: 2.0e+05 cm2/Vs
hbar^2/2m: 762.00 meV nm^2
mean Fermi wave number: 0.2507 nm^-1
scattering time: 5.686 ps
hbar/tau: 0.1158 meV
ac quantum: 0.8 meV
ac frequency: 0.1934 THz
omega tau: 6.91
e/8pi: 6.3749e-21 C
e/8pi times 2e/hbar: 19.370 uS
field: 1.0 V/cm
spin current at e/8pi, as charge current: 19.370 uA/cm
k swing in ac field: 1.250e-04 nm^-1
|alpha-beta| where least splitting = hbar/tau: 0.231 meV nm
A: alpha 10.0, beta 4.0 meV nm, width 8.0 nm
A: Fermi energy 47.802 meV
A: splitting 2.975 to 7.261 meV
A: least annulus width 0.00787 nm^-1
A: responses below in units of e/8pi
A: transverse, E on [100]: 1.00000
A: longitudinal, E on [100]: -0.40000
A: transverse, E on [110]: 1.40000
A: transverse, E on [1-10]: 0.60000
A: [100] at the ac frequency: 1.0442
A: [100] at 4.2 K: 1.00000
A: [100] at 77 K, same mu: 0.99926
A: bulk cubic coefficient 25.94 meV nm^3
A: kF^2/<kz^2> 0.407
A: [100] with cubic Dresselhaus: 1.0000
A: [100] nonparabolic, gap 800 meV: 1.00005
A: (hbar/tau / least splitting)^2: 1.51e-03
B: alpha 4.0, beta 10.0 meV nm, width 5.0 nm
B: Fermi energy 47.802 meV
B: splitting 2.975 to 7.261 meV
B: least annulus width 0.00787 nm^-1
B: responses below in units of e/8pi
B: transverse, E on [100]: -1.00000
B: longitudinal, E on [100]: 0.40000
B: transverse, E on [110]: -1.40000
B: transverse, E on [1-10]: -0.60000
B: [100] at the ac frequency: -1.0442
B: [100] at 4.2 K: -1.00000
B: [100] at 77 K, same mu: -0.99926
B: bulk cubic coefficient 25.33 meV nm^3
B: kF^2/<kz^2> 0.159
B: [100] with cubic Dresselhaus: -0.9999
B: [100] nonparabolic, gap 800 meV: -1.00005
B: (hbar/tau / least splitting)^2: 1.51e-03
Rashba energy, alpha 10 meV nm: 0.0328 meV
one branch, E_F = -E_R/2: 0.7070 e/8pi
alpha = beta: 1.5e-16 e/8pi
largest Kubo deviation: 2.8e-09 e/8pi
largest relative spin-tilt deviation: 1.3e-05
```
